\section*{The Kirkwood–Fröhlich Equation and the Boundary Dependence of Dipole Sums, part 1}

(Sections cited here and not found follow in the second part.)

\section{Fluctuations of a sphere and the Kirkwood--Fröhlich equation}

Take $N$ permanent dipoles $\mathbf p_i$ spread evenly through a sphere of volume $V$ and radius $R$. Let each Cartesian component of each dipole be a Gaussian variable of variance $\mu^2/3$, and leave out, for the moment, all direct forces between the dipoles. If the sphere stands in vacuum, the dipoles are then independent, and the sum $\sum_j\langle\mathbf p_1\cdot\mathbf p_j\rangle/\mu^2$ equals 1, the contribution of dipole 1 itself.

Now enclose the sphere in a conductor. A uniformly polarized sphere with $\mathbf P=\mathbf M/V$, where $\mathbf M=\sum_i\mathbf p_i$, produces in vacuum the inner field $-\mathbf P/(3\varepsilon_0)$. The conductor cancels this field, so it adds the reaction field $+\mathbf M/(3\varepsilon_0V)$. For a fluctuating arrangement of dipoles this uniform field, which depends only on $\mathbf M$, is one part of the reaction field. The rest comes from higher multipole moments and averages to zero over the sphere, and only the uniform part is kept in this example. The energy of the dipoles in a field that they cause themselves carries a factor one half:
\begin{equation}
U=-\frac{M^2}{6\varepsilon_0V}.
\end{equation}
With $\rho=N/V$ and $y=\rho\mu^2/(9\varepsilon_0kT)$, we have $1/(3\varepsilon_0VkT)=3y/(N\mu^2)$. The weight of the $z$ components is therefore
\begin{equation}
\exp\Big\{-\frac{3}{2\mu^2}\Big[\sum_i p_{iz}^2-\frac{y}{N}\Big(\sum_i p_{iz}\Big)^2\Big]\Big\}.
\end{equation}
The covariance matrix is the inverse of $(3/\mu^2)(I-yJ/N)$, where every element of $J$ is 1. Since $J^2=NJ$, the product $(I-yJ/N)(I+cJ)$ equals $I+(c-y/N-yc)J$, which is $I$ if $c=y/[N(1-y)]$. Adding the three components gives, for $i\neq j$,
\begin{equation}
\frac{\langle\mathbf p_i\cdot\mathbf p_j\rangle}{\mu^2}=\frac{1}{N}\,\frac{y}{1-y},\qquad y<1.
\end{equation}
Each pair correlation vanishes as $N$ grows, but there are $N$ partners, and the sum over the whole sphere is $1+y/(1-y)=1/(1-y)$. For $y=1/2$ it is 2 inside the conductor and 1 in vacuum. A change made at the surface has doubled the sum of correlations without changing any single one by a noticeable amount. What the direct forces add, and which part of the sum belongs to the material, are the questions for a real dipolar medium.

The medium considered here is classical, isotropic or cubic, and not ferroelectric. Its permittivity is $\varepsilon$, in a static field weak enough for linear response. Electronic polarization is represented by a continuum of relative permittivity $\varepsilon_\infty$, in which point dipoles of moment $\mu_d$ are embedded. SI units are used. The permanent dipoles in the sphere have total moment $\mathbf M_d$ and polarization $\mathbf P_d=\mathbf M_d/V$. Outside the sphere lies a continuum of permittivity $\varepsilon'$, in which the applied field far away is $\mathbf E_0$.

Let $\mathbf P_d$ be uniform and parallel to $\mathbf E_0$. The potential is $-Er\cos\theta$ inside and $-E_0r\cos\theta+uR^3\cos\theta/r^2$ outside. Continuity at $r=R$ gives $E=E_0-u$. Inside, the displacement is $\varepsilon_0\varepsilon_\infty E+P_d$; outside, its radial part is $\varepsilon_0\varepsilon'(E_0+2u)\cos\theta$. Equating the normal parts and replacing $u$ by $E_0-E$, we find
\begin{align}
\varepsilon'(3E_0-2E)&=\varepsilon_\infty E+P_d/\varepsilon_0,\\
E&=\frac{3\varepsilon'E_0-P_d/\varepsilon_0}{2\varepsilon'+\varepsilon_\infty}.\label{inner}
\end{align}

This field can be used in two ways. The first is microscopic. With the electrons and the surroundings in equilibrium, the free energy for given permanent dipoles and given external charges is a quadratic form in both, because the continua respond linearly. Its derivative with respect to a dipole, with the sign reversed, is the field acting on that dipole. The part of this field due to the external charges alone is the field with all permanent dipoles removed, which is Eq.~\eqref{inner} with $P_d=0$:
\begin{equation}
E_c=\frac{3\varepsilon'}{2\varepsilon'+\varepsilon_\infty}E_0.
\end{equation}
The applied field thus adds $-\mathbf M_d\cdot\mathbf E_c$ to the energy. The remaining term of Eq.~\eqref{inner}, the field of the dipoles themselves, belongs to the energy without applied field. Expanding the Boltzmann factor to first order, with $\langle\mathbf M_d\rangle=0$ at zero field and equal mean squares of the three components, we get
\begin{equation}
\langle M_d\rangle_E=\frac{\langle M_{dz}^2\rangle}{kT}E_c=\frac{\langle M_d^2\rangle}{3kT}\,\frac{3\varepsilon'E_0}{2\varepsilon'+\varepsilon_\infty}.\label{micro}
\end{equation}

The second use is macroscopic. By the definition of $\varepsilon$, the displacement is $\varepsilon_0\varepsilon E=\varepsilon_0\varepsilon_\infty E+P_d$, so $P_d=\varepsilon_0(\varepsilon-\varepsilon_\infty)E$. Put into Eq.~\eqref{inner}, this gives $(2\varepsilon'+\varepsilon_\infty+\varepsilon-\varepsilon_\infty)E=3\varepsilon'E_0$, and hence
\begin{equation}
\langle M_d\rangle_E=V\varepsilon_0(\varepsilon-\varepsilon_\infty)\frac{3\varepsilon'E_0}{2\varepsilon'+\varepsilon}.\label{macro}
\end{equation}
Equations \eqref{micro} and \eqref{macro} describe the same moment. The factor $3\varepsilon'E_0$ cancels, and
\begin{equation}
\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon'+\varepsilon_\infty)}{2\varepsilon'+\varepsilon}=\frac{\langle M_d^2\rangle_{\varepsilon'}}{3\varepsilon_0VkT}.\label{fluct}
\end{equation}
The subscript records that the fluctuations depend on the surroundings. The permittivity does not: a change of $\varepsilon'$ alters both sides together. For a conductor, $\varepsilon'\to\infty$, the left side becomes $\varepsilon-\varepsilon_\infty$.

The opening case illustrates this. There $\varepsilon_\infty=1$, and the right side of Eq.~\eqref{fluct} is $3y$ in vacuum and $3y/(1-y)$ in the conductor. The vacuum equation $3(\varepsilon-1)/(\varepsilon+2)=3y$ gives $\varepsilon=(1+2y)/(1-y)$. The conductor equation $\varepsilon-1=3y/(1-y)$ gives the same value. Two different fluctuations lead to one permittivity.

To obtain a quantity that belongs to the material, let the surroundings continue the medium: $\varepsilon'=\varepsilon$. Define the orientational correlation factor by
\begin{equation}
g=\frac{1}{\mu_d^2}\sum_j\langle\boldsymbol\mu_1\cdot\boldsymbol\mu_j\rangle=1+\sum_{j\ne1}\langle\cos\gamma_{1j}\rangle,\label{gdef}
\end{equation}
where $\gamma_{1j}$ is the angle between the dipoles. The second form holds for dipoles of fixed length. The sum runs over a sphere around dipole 1 that is large on the molecular scale but lies deep inside an unbounded sample. The second half shows that with $\varepsilon'=\varepsilon$ the correlations that enter this sum have no $r^{-3}$ part and no boundary term. They fall off faster than $r^{-3}$, so the sum converges, and in this sense they are called short-ranged. Apart from a surface layer, whose share of the volume falls as $1/R$, every dipole in the sphere then has all its correlated neighbours around it, and
\begin{equation}
\langle M_d^2\rangle_{\varepsilon}=\sum_i\sum_j\langle\boldsymbol\mu_i\cdot\boldsymbol\mu_j\rangle=N\mu_d^2g.
\end{equation}
Equation \eqref{fluct} becomes
\begin{equation}
\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{3\varepsilon}=\frac{\rho\mu_d^2g}{3\varepsilon_0kT}.\label{kfd}
\end{equation}

The moment $\mu_d$ is the source inside the electronic continuum. It must be related to the moment $\mu$ of the free molecule. Model the molecule as a sphere of permittivity $\varepsilon_\infty$ and radius $b$ with $\mu_d$ at its centre. The same problem with other constants is needed later, so let the inner permittivity be $\varepsilon_i$, the outer one $\varepsilon_o$, and the central source $m$. The potentials are
\begin{equation}
\phi_{\rm in}=\frac{\cos\theta}{4\pi\varepsilon_0}\Big(\frac{m}{\varepsilon_ir^2}+\frac{cr}{b^3}\Big),\qquad
\phi_{\rm out}=\frac{\cos\theta}{4\pi\varepsilon_0}\frac{w}{r^2}.
\end{equation}
Continuity of the potential requires $w=m/\varepsilon_i+c$. Continuity of the normal displacement requires $2m-\varepsilon_ic=2\varepsilon_ow$. Eliminating $w$ gives $c(2\varepsilon_o+\varepsilon_i)=2m(1-\varepsilon_o/\varepsilon_i)$, so that
\begin{equation}
c=\frac{2m(\varepsilon_i-\varepsilon_o)}{\varepsilon_i(2\varepsilon_o+\varepsilon_i)},\qquad
w=\frac{m}{\varepsilon_i}+c=\frac{3m}{2\varepsilon_o+\varepsilon_i}.\label{centre}
\end{equation}
With $\varepsilon_i=\varepsilon_\infty$, $\varepsilon_o=1$ and $m=\mu_d$, the moment seen from outside is $w=\mu$. Therefore
\begin{equation}
\mu_d=\frac{\varepsilon_\infty+2}{3}\,\mu .\label{mud}
\end{equation}
Inserting its square into Eq.~\eqref{kfd} turns the right side into $\rho\mu^2g(\varepsilon_\infty+2)^2/(27\varepsilon_0kT)$. Multiplication of both sides by $3/(\varepsilon_\infty+2)^2$ yields the Kirkwood--Fröhlich equation,
\begin{equation}
\boxed{\;\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon(\varepsilon_\infty+2)^2}=\frac{\rho\mu^2g}{9\varepsilon_0kT}\;}\label{kf}
\end{equation}

A value $g>1$ means that neighbours point, on balance, along the central dipole; $g<1$ means that they point against it. Setting $g=1$ gives the Onsager form. For $\varepsilon_\infty=1$ and a dilute gas, $\varepsilon\to1$ and $g\to1$, the left side becomes $(\varepsilon-1)/3$, and Eq.~\eqref{kf} reduces to $\varepsilon-1=\rho\mu^2/(3\varepsilon_0kT)$, the response of independent dipoles. With $K=(\varepsilon_\infty+2)^2\rho\mu^2g/(9\varepsilon_0kT)$, Eq.~\eqref{kf} is the quadratic $2\varepsilon^2-(\varepsilon_\infty+K)\varepsilon-\varepsilon_\infty^2=0$. Its positive root is
\begin{equation}
\varepsilon=\tfrac14\Big[\varepsilon_\infty+K+\sqrt{(\varepsilon_\infty+K)^2+8\varepsilon_\infty^2}\Big].\label{root}
\end{equation}
For finite $K$ this is finite. A diverging permittivity at fixed density and non-zero temperature therefore requires a diverging $g$.

The weakest assumption is Eq.~\eqref{mud}, since a real molecule is not a dielectric sphere with a point dipole at its centre. If $g$ is extracted from a measured $\varepsilon$, errors of this model enter $g$. There is, however, a microscopic system in which the factor can be derived: a simple cubic lattice whose sites carry a polarizability $\alpha$ and a permanent dipole $\mathbf m_i$. Its energy is
\begin{equation}
U=\sum_i\Big(\frac{s}{2}m_i^2+\frac{\delta_i^2}{2\alpha}\Big)-\frac12\sum_{i\ne j}\mathbf p_i\cdot T_{ij}\mathbf p_j,\qquad \mathbf p_i=\mathbf m_i+\boldsymbol\delta_i,\label{model}
\end{equation}
where $\boldsymbol\delta_i$ is the induced dipole and $T_{ij}$ the dipole field tensor. The constant $s$ is chosen so that $\langle m_i^2\rangle=\mu^2$. This is the spherical model: it holds the mean square length, not each length. All variables are Gaussian, so the correlations follow from linear algebra. Reversing a field leaves the lengths unchanged, so $s$ responds to a field in second order at the earliest and does not affect linear response.

For a long transverse wave on a cubic lattice, the field at a site is the macroscopic field plus the Lorentz field $\rho\mathbf p/(3\varepsilon_0)$. If the permanent dipoles are held at zero, then $p=\alpha[E+\rho p/(3\varepsilon_0)]$. With $q=\rho\alpha/(3\varepsilon_0)$ this gives $\varepsilon_\infty=1+3q/(1-q)$, and hence $\varepsilon_\infty+2=3/(1-q)$. If instead permanent dipoles $m$ are present and $E=0$, then $p=m+qp$, or $p=m/(1-q)=m(\varepsilon_\infty+2)/3$. This is the factor of Eq.~\eqref{mud}. When both kinds of dipole respond, $\alpha$ is replaced by $\alpha+1/s$, which determines $\varepsilon$.

As round parameters take a lattice constant $a=0.40$~nm, $T=300$~K, $\mu=1.00$~D and $\varepsilon_\infty=1.80$. Then $\mu^2/(4\pi\varepsilon_0a^3kT)=0.3772$, and because $\rho=a^{-3}$,
\begin{equation}
\frac{\rho\mu^2}{9\varepsilon_0kT}=\frac{4\pi}{9}\times0.3772=0.527 .
\end{equation}
The long-wave response gives $\varepsilon=5.657$. The left side of Eq.~\eqref{kf} is therefore
\begin{equation}
\frac{(5.657-1.80)(11.315+1.80)}{5.657\times3.80^2}=0.619 .
\end{equation}
Independently, the correlations in the unbounded lattice were obtained on a grid of $24^3$ wave vectors and summed in real space. The sum out to $10a$ is $g=1.172$, so the right side is $0.527\times1.172=0.618$. The two sides differ by 0.3\%, and the test allowed 1.5\%. Equation \eqref{root} with this $g$ has $K=14.44\times0.6176=8.918$ and gives $\varepsilon=5.65$. With $g=1$ it gives 5.03, which is 11\% below the value from the response.

The growth of the sum with distance is instructive. It is 1.256 at $r=a$, 1.207 at $3a$, 1.175 at $6a$ and 1.172 at $10a$. The nearest neighbours contribute more than the final excess over 1, and the farther shells together take part of it back. Between $6a$ and $10a$ the sum falls by 0.003, but most of this fall comes from the grid. With $48^3$ or $96^3$ wave vectors, $\varepsilon$ is unchanged, while the sum is 1.176 at $6a$ and 1.175 at $10a$. On the finest grid it stays at 1.176 from $15a$ on. This is the value that satisfies Eq.~\eqref{kf} exactly, $0.6192/0.5267=1.176$. The value $g=1.172$ used below is thus low by about 0.003. That a plateau exists is not obvious, since dipolar forces fall off as $r^{-3}$ while the number of sites in a shell grows as $r^2$.

The Kirkwood–Fröhlich equation has been derived on the assumption that the correlations summed in $g$ are short-ranged when $\varepsilon'=\varepsilon$, and a lattice calculation agrees with it to 0.3\%. It remains to show why the $r^{-3}$ dipolar tail does not spoil this sum, and how the surroundings of a finite sample change it.
